**CCD for the half-filled two-site Hubbard model**

For hopping `t > 0` and on-site repulsion `U > 0`, the CCD amplitude from the bonding reference is `tau = (4t - sqrt(U^2 + 16t^2))/U`, and its energy is the exact ground-state energy `U/2 - sqrt(U^2/4 + 4t^2)`. The amplitude multiplies the determinant `D`, in which both electrons occupy the antibonding orbital. The program builds the operators in the full Fock space and finds the roots numerically from the projected CCD residual. It asserts that both roots and their energies agree with the closed formulas and with diagonalization for five parameter sets, and that all singles residuals vanish. It also asserts the weak- and strong-repulsion limits of the ground-state energy (at `U = 0.1t` and `U = 200t`), the double-occupancy formula, and convergence or failure of the simple iteration on either side of `U = 4 sqrt(3) t`. For `U = 4t` the output gives `tau = -0.4142` and `E = -0.8284 t`. The table shows that the linearized equation fails at strong repulsion, while CCD remains exact for this model.

## Program and output

```python
"""CCD for the half-filled two-site Hubbard model.

Result under test: with the bonding reference Phi = g_up^+ g_dn^+ |0>,
the doubles amplitude is tau = (4t - sqrt(U^2 + 16 t^2)) / U and the CCD
energy equals the exact ground-state energy U/2 - sqrt(U^2/4 + 4 t^2).

t: hopping (> 0), U: on-site repulsion (> 0), g/u: bonding/antibonding
orbital, D = u_up^+ u_dn^+ |0>, T = tau u_up^+ u_dn^+ g_dn g_up.
Operators are 16 x 16 matrices in the full Fock space of two sites.
Energies are in units in which the example has t = 1.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq


def annihilators(n_modes):
    """Fermion annihilation matrices by the Jordan-Wigner construction."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for k in range(n_modes):
            factor = sign if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


c1up, c1dn, c2up, c2dn = annihilators(4)
vacuum = np.zeros(16)
vacuum[0] = 1.0
g_up, g_dn = (c1up + c2up) / np.sqrt(2), (c1dn + c2dn) / np.sqrt(2)
u_up, u_dn = (c1up - c2up) / np.sqrt(2), (c1dn - c2dn) / np.sqrt(2)
phi = g_up.T @ g_dn.T @ vacuum
dbl = u_up.T @ u_dn.T @ vacuum
other_determinants = [
    u_up.T @ g_dn.T @ vacuum, g_up.T @ u_dn.T @ vacuum,
    g_up.T @ u_up.T @ vacuum, g_dn.T @ u_dn.T @ vacuum]
excitation = u_up.T @ u_dn.T @ g_dn @ g_up
double_occ = (c1up.T @ c1up @ c1dn.T @ c1dn
              + c2up.T @ c2up @ c2dn.T @ c2dn)
number = sum(c.T @ c for c in (c1up, c1dn, c2up, c2dn))
sector = np.where(np.abs(np.diag(number) - 2) < 1e-12)[0]


def hamiltonian(t, U):
    hop = c1up.T @ c2up + c1dn.T @ c2dn
    return -t * (hop + hop.T) + U * double_occ


def transformed_reference(H, tau):
    """exp(-T) H exp(T) applied to the reference."""
    T = tau * excitation
    return expm(-T) @ (H @ (expm(T) @ phi))


def residual(H, tau):
    return dbl @ transformed_reference(H, tau)


def cc_energy(H, tau):
    return phi @ transformed_reference(H, tau)


def exact_states(H):
    values, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
    ground = np.zeros(16)
    ground[sector] = vectors[:, 0]
    return values, ground


def numerical_roots(H, t, U):
    """Both zeros of the projected doubles residual, by bracketing."""
    def f(x):
        return residual(H, x)
    low = brentq(f, -1.0, 0.0, xtol=1e-14)
    high = brentq(f, 1.0, 1.0 + 8 * t / U, xtol=1e-14)
    return low, high


def iterate(H, t, steps):
    """Simple amplitude iteration from tau = 0 with denominator 4t."""
    history = [0.0]
    for _ in range(steps):
        history.append(history[-1] - residual(H, history[-1]) / (4 * t))
    return history


# Operator identities and the site expansion of the two determinants
assert np.allclose(excitation @ phi, dbl)
assert np.allclose(excitation @ excitation, 0)
assert np.allclose(expm(0.7 * excitation), np.eye(16) + 0.7 * excitation)
ionic = c1up.T @ c1dn.T @ vacuum + c2up.T @ c2dn.T @ vacuum
covalent = c1up.T @ c2dn.T @ vacuum + c2up.T @ c1dn.T @ vacuum
assert np.allclose(phi, (ionic + covalent) / 2)
assert np.allclose(dbl, (ionic - covalent) / 2)
assert np.allclose(double_occ @ phi, (phi + dbl) / 2)
assert np.allclose(double_occ @ dbl, (phi + dbl) / 2)

# Equations, roots and energies against operators and diagonalization
for t, U in [(1.0, 0.5), (1.0, 4.0), (0.7, 3.1), (1.3, 15.0), (0.4, 9.0)]:
    H = hamiltonian(t, U)
    assert np.isclose(phi @ H @ phi, -2 * t + U / 2)
    assert np.isclose(dbl @ H @ dbl, 2 * t + U / 2)
    assert np.isclose(dbl @ H @ phi, U / 2)
    for tau in (-1.7, -0.3, 0.6, 2.2):
        assert np.isclose(residual(H, tau),
                          U / 2 + 4 * t * tau - U / 2 * tau**2)
        assert np.isclose(cc_energy(H, tau), -2 * t + U / 2 + U / 2 * tau)
        vector = transformed_reference(H, tau)
        assert all(abs(d @ vector) < 1e-12 for d in other_determinants)
    low, high = numerical_roots(H, t, U)
    root = np.sqrt(U**2 + 16 * t**2)
    assert abs(low - (4 * t - root) / U) < 1e-10
    assert abs(low + U / (4 * t + root)) < 1e-10
    assert abs(high + 1 / low) < 1e-9 * high
    values, ground = exact_states(H)
    half_gap = np.sqrt(U**2 / 4 + 4 * t**2)
    expected = np.sort([U / 2 - half_gap, 0, 0, 0, U, U / 2 + half_gap])
    assert np.allclose(values, expected, atol=1e-10)
    assert abs(cc_energy(H, low) - values[0]) < 1e-9
    assert abs(cc_energy(H, high) - values[-1]) < 1e-8
    cc_vector = (phi + low * dbl) / np.sqrt(1 + low**2)
    assert abs(abs(cc_vector @ ground) - 1) < 1e-10
    assert np.isclose(ground @ double_occ @ ground,
                      (1 + low)**2 / (2 * (1 + low**2)))

# Weak and strong repulsion; tolerances cover the next order of each series
weak = exact_states(hamiltonian(1.0, 0.1))[0][0]
assert abs((weak + 2 - 0.05) / (-0.1**2 / 16) - 1) < 5e-4
strong = exact_states(hamiltonian(1.0, 200.0))[0][0]
assert abs(strong / (-4 / 200.0) - 1) < 5e-4

# Stability bound of the simple iteration, tested on both sides
U_bound = 4 * np.sqrt(3)
for U, should_converge in [(4.0, True), (6.8, True), (7.05, False),
                           (8.0, False)]:
    H = hamiltonian(1.0, U)
    last = iterate(H, 1.0, 1500)[-1]
    assert (abs(residual(H, last)) < 1e-8) == should_converge
H = hamiltonian(1.0, 4.0)
tau_root = numerical_roots(H, 1.0, 4.0)[0]
step = 1e-5
slope = 1 - (residual(H, tau_root + step)
             - residual(H, tau_root - step)) / (2 * step) / 4
assert abs(slope - (1 - np.sqrt(1 + 4.0**2 / 16))) < 1e-7

# Worked example
t, U = 1.0, 4.0
H = hamiltonian(t, U)
low, high = numerical_roots(H, t, U)
values, ground = exact_states(H)
print("Worked example, energies in units of t")
print(f"hopping t = {t:.1f}, repulsion U = {U:.1f}")
print(f"<Phi|H|Phi> = {phi @ H @ phi:.6f} t")
print(f"<D|H|D> = {dbl @ H @ dbl:.6f} t")
print(f"<D|H|Phi> = {dbl @ H @ phi:.6f} t")
print(f"ground-state amplitude tau = {low:.6f} (dimensionless)")
print(f"second root of the CCD equation = {high:.6f} (dimensionless)")
print(f"CCD energy, ground-state root = {cc_energy(H, low):.6f} t")
print(f"CCD energy, second root = {cc_energy(H, high):.6f} t")
print(f"correlation energy = {cc_energy(H, low) - phi @ H @ phi:.6f} t")
print("exact two-electron energies (t):",
      " ".join(f"{v + 0.0:.6f}" if abs(v) > 1e-10 else "0.000000"
               for v in values))
print(f"doubly occupied sites, reference = {phi @ double_occ @ phi:.6f}")
print(f"doubly occupied sites, exact = {ground @ double_occ @ ground:.6f}")
print(f"slope of simple iteration at the root = {slope:.6f}")
print("iterates of tau, U/t = 4:",
      " ".join(f"{x:.4f}" for x in iterate(H, t, 6)))
print("iterates of tau, U/t = 8:",
      " ".join(f"{x:.4f}" for x in iterate(hamiltonian(t, 8.0), t, 6)))
print(f"stability bound of simple iteration: U/t = {U_bound:.4f}")
print("Table: energies in t; docc = number of doubly occupied sites")
print("  U/t       tau     E_CCD   E_exact  E_linear      docc")
for U in (1.0, 4.0, 8.0, 16.0):
    H = hamiltonian(t, U)
    tau = numerical_roots(H, t, U)[0]
    values, ground = exact_states(H)
    tau_linear = -(dbl @ H @ phi) / (dbl @ H @ dbl - phi @ H @ phi)
    e_linear = phi @ H @ phi + (phi @ H @ dbl) * tau_linear
    assert np.isclose(e_linear, -2 * t + U / 2 - U**2 / (16 * t))
    docc = ground @ double_occ @ ground
    print(f"{U:5.1f} {tau:9.6f} {cc_energy(H, tau):9.6f} "
          f"{values[0]:9.6f} {e_linear:9.6f} {docc:9.6f}")

print("success")
```

Running it gives:

```
Worked example, energies in units of t
hopping t = 1.0, repulsion U = 4.0
<Phi|H|Phi> = -0.000000 t
<D|H|D> = 4.000000 t
<D|H|Phi> = 2.000000 t
ground-state amplitude tau = -0.414214 (dimensionless)
second root of the CCD equation = 2.414214 (dimensionless)
CCD energy, ground-state root = -0.828427 t
CCD energy, second root = 4.828427 t
correlation energy = -0.828427 t
exact two-electron energies (t): -0.828427 0.000000 0.000000 0.000000 4.000000 4.828427
doubly occupied sites, reference = 0.500000
doubly occupied sites, exact = 0.146447
slope of simple iteration at the root = -0.414214
iterates of tau, U/t = 4: 0.0000 -0.5000 -0.3750 -0.4297 -0.4077 -0.4169 -0.4131
iterates of tau, U/t = 8: 0.0000 -1.0000 -0.0000 -1.0000 -0.0000 -1.0000 -0.0000
stability bound of simple iteration: U/t = 6.9282
Table: energies in t; docc = number of doubly occupied sites
  U/t       tau     E_CCD   E_exact  E_linear      docc
  1.0 -0.123106 -1.561553 -1.561553 -1.562500  0.378732
  4.0 -0.414214 -0.828427 -0.828427 -1.000000  0.146447
  8.0 -0.618034 -0.472136 -0.472136 -2.000000  0.052786
 16.0 -0.780776 -0.246211 -0.246211 -10.000000  0.014929
success
```
